# Static Polarizability of a Thermally Populated Two-Level Molecule

## Problem

A molecule has two states, $|g\rangle$ and $|e\rangle$, with energies $-D/2$ and $+D/2$, where $D>0$. Along the field axis its dipole operator is purely off-diagonal,

$$p=\mu\left(|g\rangle\langle e|+|e\rangle\langle g|\right),$$

with $\mu$ real. A static field $F$ acts on the molecule, so that $H=H_0-pF$. The molecule is in equilibrium at temperature $T$, and its static polarizability is $\alpha(T)=\partial\langle p\rangle/\partial F$ at $F=0$, taken at fixed $T$.

(a) Find the energy and the dipole of each state in the field, and from them the ground-state polarizability $\alpha_g$.

(b) Show that $\alpha(T)=\alpha_g\tanh(D/2kT)$.

(c) Does the answer change if the field is applied slowly to an isolated molecule whose populations stay frozen? What happens if the dipole also has diagonal elements?

(d) Find the limits of low and high temperature.

(e) In an organosilicate low-k film, a residual hydroxyl group can turn between two equivalent, opposite orientations. Take $D=0.50$ meV, $\mu=0.025\,e\,$nm (1.20 debye), $10^{19}$ such groups per cm³ with random axes, and a host dielectric constant of 2.7. Find $\alpha$ and the increase of the dielectric constant at 4.2, 77 and 300 K, and judge what the model neglects.

## Solution

### (a) The two states in the field

In the basis $(|g\rangle,|e\rangle)$,

$$H=\begin{pmatrix}-D/2&-\mu F\\-\mu F&D/2\end{pmatrix}.$$

The eigenvalues $E$ satisfy

$$\left(-\tfrac D2-E\right)\left(\tfrac D2-E\right)-\mu^2F^2=E^2-\tfrac{D^2}{4}-\mu^2F^2=0,$$

so that

$$E_\mp=\mp W,\qquad W=\sqrt{\tfrac{D^2}{4}+\mu^2F^2}.$$

The dipole of a normalized eigenstate is minus the slope of its energy. Indeed, in the derivative of $E=\langle\psi|H|\psi\rangle$ the terms from the change of $\psi$ add up to $E\,\partial\langle\psi|\psi\rangle/\partial F=0$, which leaves $\langle\partial H/\partial F\rangle=-\langle p\rangle$. Since $\partial W/\partial F=\mu^2F/W$,

$$p_-=+\frac{\mu^2F}{W},\qquad p_+=-\frac{\mu^2F}{W}.$$

For $F\to0$, $W\to D/2$, and the two polarizabilities are

$$\alpha_g=\frac{2\mu^2}{D},\qquad \alpha_e=-\frac{2\mu^2}{D}.$$

The field mixes the two states and pushes their levels apart. The lower level goes down, so its dipole points along the field; the upper level goes up, so its dipole points against it.

### (b) The thermal average

The Boltzmann weights of the levels $\mp W$ are $e^{\pm W/kT}$. Hence

$$\langle p\rangle=\frac{\mu^2F}{W}\,\frac{e^{W/kT}-e^{-W/kT}}{e^{W/kT}+e^{-W/kT}}=\frac{\mu^2F}{W}\tanh\frac{W}{kT}.\tag{1}$$

This holds at any field within the two-level model. Because $W$ depends on $F^2$, the factor multiplying $F$ has no linear term, and the slope at $F=0$ is that factor at $W=D/2$:

$$\boxed{\alpha(T)=\frac{2\mu^2}{D}\tanh\frac{D}{2kT}=\alpha_g\tanh\frac{D}{2kT}}\tag{2}$$

The hyperbolic tangent is the population difference at zero field,

$$P_g-P_e=\frac{e^{D/2kT}-e^{-D/2kT}}{e^{D/2kT}+e^{-D/2kT}}=\tanh\frac{D}{2kT},$$

so (2) also reads $\alpha=P_g\alpha_g+P_e\alpha_e$. Each excited molecule cancels the response of one molecule in the ground state.

### (c) Frozen populations and diagonal dipoles

In general, differentiating $\langle p\rangle=\sum_iP_ip_i$ gives two terms,

$$\alpha=\sum_iP_i\frac{\partial p_i}{\partial F}+\sum_ip_i\frac{\partial P_i}{\partial F}.\tag{3}$$

An isolated molecule in a slowly applied field keeps its populations and has the first term alone. For the off-diagonal dipole the second term vanishes at $F=0$, since there $p_i=0$. The population derivative vanishes too: $W\approx D/2+\mu^2F^2/D$, so the populations change as $F^2$. At $kT=D$, for example, raising $\mu F$ from $0.01D$ to $0.02D$ multiplies the population change by 3.998. The isothermal and isolated static polarizabilities are therefore equal.

Now add diagonal elements $d_g$ and $d_e$. Second-order perturbation theory still gives $\alpha_g=2\mu^2/D=-\alpha_e$, so the first term of (3) is unchanged. To first order, however, the levels shift by $-d_gF$ and $-d_eF$. From $P_g=1/(1+e^{-(E_e-E_g)/kT})$,

$$\frac{\partial P_g}{\partial F}=\frac{P_gP_e}{kT}\,\frac{\partial(E_e-E_g)}{\partial F}=\frac{P_gP_e}{kT}(d_g-d_e),\qquad \frac{\partial P_e}{\partial F}=-\frac{\partial P_g}{\partial F}.$$

The second term of (3) becomes

$$(d_g-d_e)\frac{\partial P_g}{\partial F}=\frac{(d_e-d_g)^2}{kT}P_gP_e .$$

With unequal diagonal dipoles the isothermal polarizability exceeds (2) by this amount, while the isolated response still follows (2). Equal diagonal elements add a constant moment and no polarizability.

### (d) Limits

For $kT\ll D$, $\tanh(D/2kT)\to1$ and $\alpha\to\alpha_g$.

For $kT\gg D$, use $\tanh x\approx x-x^3/3$ with $x=D/2kT$:

$$\alpha\approx\frac{2\mu^2}{D}\,\frac{D}{2kT}\left(1-\frac{x^2}{3}\right)=\frac{\mu^2}{kT}\left[1-\frac13\left(\frac{D}{2kT}\right)^2\right].$$

The gap drops out of the leading term. A classical dipole that can point along or against the field has weights $e^{\pm\mu F/kT}$ and mean moment $\mu\tanh(\mu F/kT)$, hence the same polarizability $\mu^2/kT$.

### (e) The hydroxyl group

**Why the dipole is off-diagonal.** Let $|L\rangle$ and $|R\rangle$ be the two orientations, with dipoles $-\mu$ and $+\mu$. Tunnelling between equivalent wells gives the eigenstates $|g\rangle=(|R\rangle+|L\rangle)/\sqrt2$ and $|e\rangle=(|R\rangle-|L\rangle)/\sqrt2$. Each has equal weight in both wells and no mean dipole, whereas $\langle g|p|e\rangle=[\mu-(-\mu)]/2=\mu$.

**Polarizability.** Since $(e\,\text{nm})^2/\text{eV}=e\,\text{nm}^2/\text{V}$,

$$\alpha_g=\frac{2(0.025)^2}{0.50\times10^{-3}}=2.50\ e\,\text{nm}^2/\text{V}.$$

With $e/(4\pi\varepsilon_0)=1.44$ V nm, the polarizability volume $\alpha'=\alpha/(4\pi\varepsilon_0)$ is 3.60 nm³ for the ground state. At 4.2 K, $kT=0.362$ meV and $D/2kT=0.691$, so

$$\alpha=2.50\times0.598=1.50\ e\,\text{nm}^2/\text{V},\qquad\alpha'=2.15\ \text{nm}^3.$$

**Dielectric constant.** A group whose axis makes an angle $\theta$ with the field contributes $\alpha\cos^2\theta$, with average $\alpha/3$ over random directions. If the groups are dilute and feel the macroscopic field,

$$\Delta k=\frac{N\alpha}{3\varepsilon_0}=\frac{4\pi}{3}N\alpha'.$$

With $N=0.01$ nm⁻³ this is $4.19\times0.01\times2.15=0.090$ at 4.2 K. The three temperatures compare as follows.

| $T$ (K) | $\tanh(D/2kT)$ | $\alpha$ ($e$ nm²/V) | $\Delta k$ |
|---|---|---|---|
| 4.2 | 0.598 | 1.50 | 0.090 |
| 77 | 0.0377 | 0.094 | 0.0057 |
| 300 | 0.0097 | 0.024 | 0.0015 |

At 77 and 300 K the group is in the regime $\alpha\approx\mu^2/kT$.

**Local field.** In the Clausius–Mossotti picture, the groups add $\Delta k/3$ to $(k-1)/(k+2)$. At 4.2 K the sum is $1.7/4.7+0.030=0.392$, which gives $k=(1+2\times0.392)/(1-0.392)=2.93$. The increase is then 0.23 instead of 0.09. At 300 K it is 0.0036 instead of 0.0015. The size of this correction depends on the picture: for a small increase the Clausius–Mossotti factor is $((k+2)/3)^2=2.45$, whereas a dipole in an empty spherical cavity has $(3k/(2k+1))^2=1.60$, which gives 0.14 at 4.2 K and 0.0023 at 300 K. The cavity factor leaves out the reaction field. This is allowed only if the host polarization follows the instantaneous dipole, so that its effect is already contained in $D$. Since $\alpha'=2.15$ nm³ far exceeds the volume of a molecular cavity, a reaction field acting on the mean dipole would not be a small correction.

**Unequal wells.** Disorder makes one orientation lower than the other by a bias $b$. This adds $b/2$ to $\mu F$ in the Hamiltonian, so (1) becomes

$$\langle p\rangle=\frac{\mu u}{W}\tanh\frac WkT,\qquad u=\mu F+\frac b2,\quad W=\sqrt{\tfrac{D^2}{4}+u^2}.$$

Differentiate with $\partial u/\partial F=\mu$, $\partial(u/W)/\partial u=D^2/(4W^3)$ and $\partial W/\partial u=u/W$. At $F=0$, $W=G/2$ with $G=\sqrt{D^2+b^2}$, and

$$\alpha_b=\frac{2\mu^2D^2}{G^3}\tanh\frac{G}{2kT}+\frac{\mu^2b^2}{G^2kT}\,\frac{1}{\cosh^2(G/2kT)}.$$

The second term is the population term of part (c), because biased states have diagonal dipoles. Relative to equal wells at the same temperature, $b=1$ meV leaves 29% of $\alpha$ at 4.2 K. Within the two-level model, a bias of 10 meV leaves 0.02% at 4.2 K, 59% at 77 K and 96% at 300 K. At the two higher temperatures nearly all of this is the population term, which needs relaxation between the wells to be fast compared with the drive; with frozen populations only 0.2% and 0.25% remain.

**Higher levels.** Consider a proton turning in a plane at 0.087 nm from its axis, in the potential $(V/2)(1-\cos2\varphi)$. A barrier $V=17.6$ meV reproduces the gap, and a full dipole of $0.0285\,e\,$nm reproduces $\mu$. The third level lies 9.0 meV above the ground state, well above $kT$ at 4.2 K but comparable with it at 77 K. The rotor also responds across the well axis, which the two-level model omits. As fractions of the two-level $\alpha$, the responses along and across the axis are 1.00 and 0.02 at 4.2 K, 0.91 and 0.30 at 77 K, and 0.74 and 0.53 at 300 K. The average over random directions involves their sum, so at 300 K this rotor gives a dilute $\Delta k$ about 28% above the two-level value.

**Strong field.** One volt across 100 nm is 0.10 MV/cm, and $\mu F=0.25$ meV then equals $D/2$. If this field acts along the dipole axis, (1) gives $\langle p\rangle/F$ equal to 89% of $\alpha$ at 4.2 K, or 77% if $F$ is replaced throughout, also in the ratio, by the Lorentz field $(k+2)F/3$. At 300 K the reduction is 0.003%: for $W\ll kT$, $\tanh(W/kT)/W\approx1/kT$, so linearity requires $\mu F\ll kT$ and not $\mu F\ll D$.

**Smaller effects, and coherence.** For groups at the distance $N^{-1/3}=4.6$ nm, the head-to-tail dipole–dipole coupling $2\mu^2/(4\pi\varepsilon_0kr^3)$, with $k=2.7$ here, is 0.007 meV, about 1% of $D$. For random positions the mean nearest-neighbour distance is shorter, 2.6 nm, where this coupling is 8% of $D$, and about 5% of the groups have a neighbour close enough for it to exceed $D$. For an undamped drive at frequency $f$, the factor $2/D$ in $\alpha_g$ becomes $1/(D-hf)+1/(D+hf)$. At 5 GHz, $hf=0.021$ meV and $\alpha$ rises by 0.17%. If the surroundings destroy the tunnelling coherence and leave classical hopping that is fast compared with the drive, $\alpha$ becomes $\mu^2/kT$. That is 15% above (2) at 4.2 K and 0.003% above it at 300 K.

**The real film.** A dielectric constant of 2.7 is representative of organosilicate low-k films, and a dipole near 1 debye is a reasonable size for a hydroxyl group. The gap and the density of nearly symmetric groups are model choices, not known properties of a film. So are the two opposite wells: a hydroxyl on tetrahedral silicon, as in H₃SiOH, has three equivalent torsional wells, and a half turn from a minimum reaches a maximum. The assumption most open to doubt is that of equal wells, since each group in a glass has different surroundings. At 4.2 K, a bias of 10 meV on every group would reduce the two-level part of the dilute $\Delta k$ from 0.09 to about $2\times10^{-5}$. Such a bias exceeds the third level of the rotor, so the two-level model no longer gives the total: the rotor with the same bias keeps its response within the lower well, and $\Delta k\approx1.6\times10^{-3}$. The 4.2 K result therefore applies to groups whose bias is small compared with $D$. At 300 K a 10 meV bias matters little for the static response, provided the populations can follow the field, and the local field and the higher levels are then the larger corrections. This holds for a bias well below $kT$. Within the two-level model a bias of 50 meV leaves 44% of $\alpha$ at 300 K and one of 100 meV leaves 8%. Such biases exceed the barrier of the rotor, which loses less: it keeps 71–76% and 39–45% of its unbiased $\Delta k$, depending on how the bias is defined. The numerical output below lists the main values used here.

## Numbers as computed

```
gap D: 0.50 meV
dipole mu: 0.025 e nm = 1.20 debye
group density: 1.0e+19 cm^-3
host dielectric constant: 2.7
e/(4 pi eps0): 1.4400 V nm
ground-state alpha: 2.500 e nm^2/V
ground-state alpha volume: 3.600 nm^3
population change, field doubled: x 3.998
rotor arm: 0.087 nm
rotor constant: 2.741 meV
rotor barrier: 17.62 meV
rotor third level above ground: 8.97 meV
rotor full dipole: 0.0285 e nm
mean spacing: 4.64 nm
dipole-dipole coupling: 0.0067 meV
use field: 0.10 MV/cm
mu F at use field: 0.250 meV
drive frequency: 5.0 GHz
drive photon energy: 0.0207 meV
alpha(drive)/alpha(static): 1.00171
T = 4.2 K: kT = 0.3619 meV, D/2kT = 0.69075
  tanh factor: 0.59846
  alpha: 1.49615 e nm^2/V = 2.15440 nm^3
  increase of k, dilute: 0.09024
  increase of k, local field: 0.23245
  classical two-site/two-level: 1.15420
  full rotor along axis/two-level: 1.0010
  full rotor across axis/two-level: 0.0240
  bias 1 meV/unbiased: 0.29031
  bias 10 meV/unbiased: 2.081e-04
  p/(alpha F) at use field: 0.88817
T = 77.0 K: kT = 6.6353 meV, D/2kT = 0.03768
  tanh factor: 0.03766
  alpha: 0.09415 e nm^2/V = 0.13557 nm^3
  increase of k, dilute: 0.00568
  increase of k, local field: 0.01398
  classical two-site/two-level: 1.00047
  full rotor along axis/two-level: 0.9128
  full rotor across axis/two-level: 0.3034
  bias 1 meV/unbiased: 0.99435
  bias 10 meV/unbiased: 5.941e-01
  p/(alpha F) at use field: 0.99953
T = 300.0 K: kT = 25.8520 meV, D/2kT = 0.00967
  tanh factor: 0.00967
  alpha: 0.02418 e nm^2/V = 0.03481 nm^3
  increase of k, dilute: 0.00146
  increase of k, local field: 0.00358
  classical two-site/two-level: 1.00003
  full rotor along axis/two-level: 0.7418
  full rotor across axis/two-level: 0.5346
  bias 1 meV/unbiased: 0.99963
  bias 10 meV/unbiased: 9.635e-01
  p/(alpha F) at use field: 0.99997
```
